# Copper yielding and radial stress around a deep through-silicon via

**Q.** I am estimating the stress that a copper via puts on the surrounding silicon after cooling. Copper contracts more than silicon, so it pulls the wall inward. But the copper yields at, say, 150 MPa. If I treat it as perfectly plastic, it cannot pull harder than that, so I cap the radial stress in the silicon at 150 MPa. Is anything wrong with this?

**A.** The step from "the copper yields" to "it cannot pull harder" needs checking. What does the yield strength limit?

**Q.** The stress in the copper.

**A.** It limits a measure of shear stress. Adding equal tension in all three directions leaves the von Mises stress unchanged. In a blanket film on a wafer the distinction is harmless: the normal stress is zero and the in-plane stresses are both $\sigma$, so the von Mises stress is $|\sigma|$ and yielding caps $\sigma$ itself at $Y$. A buried via has no such free face. Silicon holds it on all sides and along its length.

**Q.** Then let us calculate. What do we assume?

**A.** A long circular via of radius $a$ is perfectly bonded in a much larger silicon body, and we look far from its ends. Silicon is elastic and isotropic. Copper is elastic and perfectly plastic, with constant yield strength $Y$ and plastic flow that preserves volume. Strains are small, and tension is positive.

Cooling by $t>0$ from the stress-free temperature gives a misfit strain $e=\Delta\alpha\,t$, where $\Delta\alpha>0$ is copper's expansion coefficient minus silicon's, taken as constant. I measure displacements from the freely cooled silicon. The large silicon body sets the common length, so the axial strain on this scale is zero. Bulk and shear moduli are $K$ and $G$, with subscript $c$ for copper and $m$ for silicon.

**Q.** Start with the silicon. How does it respond to a radial tension $p$ at its wall?

**A.** Let $u(r)$ be the radial displacement. The radial and hoop strains are $u'$ and $u/r$, and their sum is $\Delta=u'+u/r$. With Lamé's constant $\lambda$,

$$\sigma_r=\lambda\Delta+2G_mu',\qquad \sigma_\theta=\lambda\Delta+2G_m\frac{u}{r}.$$

Radial equilibrium then reads

$$0=\sigma_r'+\frac{\sigma_r-\sigma_\theta}{r}
=\lambda\Delta'+2G_m\left(u''+\frac{u'}{r}-\frac{u}{r^2}\right)
=(\lambda+2G_m)\Delta',$$

because the bracket is $\Delta'$. So $\Delta$ is constant and $u=Ar+C/r$. The disturbance must die out far away, hence $A=0$. The strains are $-C/r^2$ and $C/r^2$, their sum vanishes, and $\sigma_r=-2G_mC/r^2$. Setting $\sigma_r(a)=p$ gives $C=-pa^2/(2G_m)$, and therefore

$$\sigma_r=p\frac{a^2}{r^2},\qquad \sigma_\theta=-p\frac{a^2}{r^2},\qquad \frac{u(a)}{a}=-\frac{p}{2G_m}.$$

The minus sign in the last expression means that the wall moves inward.

**Q.** And the copper?

**A.** A uniform state in the via satisfies equilibrium and fits this wall. Its radial and hoop stresses both equal $p$, by continuity of traction. Call its axial stress $\sigma_z=p+S$. With two equal stresses, the von Mises stress is $|S|$, so yielding requires

$$|\sigma_z-\sigma_r|=|S|=Y.$$

This is a limit on a difference. It leaves $p$ free to grow, provided that $\sigma_z$ grows with it.

**Q.** Free to grow is not the same as growing. What determines $p$ once the copper flows?

**A.** The volume of the copper. Free copper would have shrunk by $e$ in every direction relative to the silicon. Bonding prevents this, apart from the inward motion of the wall. Relative to its own stress-free size, the copper therefore has total strains

$$\varepsilon_r=\varepsilon_\theta=e-\frac{p}{2G_m},\qquad \varepsilon_z=e.$$

Their sum is $3e-p/G_m$. Plastic flow contributes nothing to it, so all of it is elastic volume strain. The mean stress is $(p+p+p+S)/3=p+S/3$, and it equals $K_c$ times that volume strain:

$$p+\frac S3=K_c\left(3e-\frac{p}{G_m}\right).$$

Collecting the terms in $p$ gives

$$p\left(1+\frac{K_c}{G_m}\right)=3K_ce-\frac S3. \tag{1}$$

This holds before and after yield. At a given misfit, a larger $S$ means a smaller $p$.

**Q.** So the quantity that yielding limits enters with a minus sign?

**A.** Yes. To see the consequence, first find $S$ in the elastic range. Hooke's law for a stress difference gives

$$S=2G_c(\varepsilon_z-\varepsilon_r)=2G_c\frac{p}{2G_m}=\frac{G_c}{G_m}p.$$

Put this into equation (1) and move its $p$ term to the left:

$$\left.\frac{dp}{de}\right|_{\text{elastic}}=\frac{3K_c}{1+K_c/G_m+G_c/(3G_m)}.$$

After yield $S=Y$ is constant. It drops out on differentiating equation (1):

$$\left.\frac{dp}{de}\right|_{\text{plastic}}=\frac{3K_c}{1+K_c/G_m}.$$

The second denominator is smaller, so the second rate is larger. Their ratio is

$$\frac{\text{rate after}}{\text{rate before}}
=\frac{1+K_c/G_m+G_c/(3G_m)}{1+K_c/G_m}
=1+\frac{G_c}{3(G_m+K_c)}.$$

Within this model, yielding makes the radial stress in the silicon rise faster with further cooling.

**Q.** I expected a plateau and you give me an acceleration. How large is it if copper and silicon have the same elastic constants?

**A.** Drop the subscripts and use Young's modulus $E=2G(1+\nu)$ and $K=2G(1+\nu)/[3(1-2\nu)]$. The elastic rate, with numerator and denominator multiplied by $3G$, is $9KG/(3K+4G)$. Here

$$3K+4G=\frac{2G[(1+\nu)+2(1-2\nu)]}{1-2\nu}=\frac{6G(1-\nu)}{1-2\nu},
\qquad 9KG=\frac{6G^2(1+\nu)}{1-2\nu},$$

so their quotient is

$$\left.\frac{dp}{de}\right|_{\text{elastic}}=\frac{G(1+\nu)}{1-\nu}=\frac{E}{2(1-\nu)}.$$

The plastic rate is $3KG/(K+G)$, with

$$K+G=\frac{G[2(1+\nu)+3(1-2\nu)]}{3(1-2\nu)}=\frac{G(5-4\nu)}{3(1-2\nu)},
\qquad 3KG=\frac{2G^2(1+\nu)}{1-2\nu}.$$

Hence

$$\left.\frac{dp}{de}\right|_{\text{plastic}}=\frac{6G(1+\nu)}{5-4\nu}=\frac{3E}{5-4\nu},
\qquad \text{ratio}=\frac{6(1-\nu)}{5-4\nu}=1+\frac{1-2\nu}{5-4\nu}.$$

The ratio exceeds 1 for $\nu<1/2$. It tends to 1 as $\nu\to1/2$: for nearly incompressible copper the volume condition already controls $p$ before yield, and releasing the shear changes little.

**Q.** The algebra is clear, but I still picture soft copper giving way. What pulls the wall in harder?

**A.** The copper gives way along its axis. Before yield, matched moduli give $S=p$, so $\sigma_z=2p$ and the axial direction carries the larger tension. The copper therefore flows by stretching axially. Call the axial plastic strain $\varepsilon_p$. Volume preservation and symmetry make each lateral plastic strain $-\varepsilon_p/2$. The via tries to become thinner and draws the bonded wall inward.

We can test this cause by removing the lateral contraction artificially. After yield, $S$ is constant, so all three stresses in the copper rise by the same $dp$, and each elastic strain rises by $dp/(3K)$. Let the lateral plastic strain be $-k\,\varepsilon_p$. The axial and radial strain conditions are

$$\frac{dp}{3K}+d\varepsilon_p=de,\qquad
\frac{dp}{3K}-k\,d\varepsilon_p=de-\frac{dp}{2G}.$$

Taking $d\varepsilon_p$ from the first and inserting it into the second gives

$$\frac{dp}{de}=\frac{1+k}{(1+k)/(3K)+1/(2G)}.$$

For real, volume-preserving flow $k=1/2$, and this returns $3KG/(K+G)$. For the fictitious flow without contraction, $k=0$.

**Q.** Give me numbers for both.

**A.** Take round matched values: $E=120$ GPa, $\nu=0.30$, $\Delta\alpha=14\times10^{-6}$ K$^{-1}$ and $Y=150$ MPa. Then $K=100$ GPa and $G=46.15$ GPa. Per kelvin of cooling, the elastic rate is

$$\frac{E\,\Delta\alpha}{2(1-\nu)}=\frac{120\,000\times14\times10^{-6}}{1.4}=1.20\ \text{MPa/K}.$$

After yield it is

$$\frac{3E\,\Delta\alpha}{5-4\nu}=\frac{3\times1.68}{3.8}=1.326\ \text{MPa/K},$$

an increase of 10.5% over the elastic rate. Without lateral plastic contraction, the rate after yield would be 0.988 MPa/K, slower than the elastic one. In this example the contraction turns a slowdown into an acceleration.

**Q.** Where does this leave my 150 MPa?

**A.** It marks the start of yielding. With matched moduli $S=p$ in the elastic range, so yield begins at $p=Y=150$ MPa, after $150/1.20=125$ K of cooling. Suppose that the stress-free temperature is 550 K and we cool by 250 K. Yield begins at 425 K, and at the end

$$p=150+1.326\times(250-125)=315.8\ \text{MPa}.$$

That is more than twice your cap, and slightly more than the 300 MPa that copper would produce if it never yielded. The axial stress in the copper is $315.8+150=465.8$ MPa. Yielding does restrain that component: its rate falls from 2.40 to 1.326 MPa/K.

A radial finite-element calculation with incremental von Mises plasticity, which does not assume a uniform via, gives the same 315.8 MPa and the same rate ratio, 1.105.

**Q.** Does the copper keep flowing, or could it unload and return to elastic behaviour?

**A.** It keeps flowing. The difference between axial and radial total strain is $p/(2G)$. Its elastic part is $Y/(2G)$ and its plastic part is $\varepsilon_p+\varepsilon_p/2$, so

$$\frac{p}{2G}=\frac{Y}{2G}+\frac32\varepsilon_p
\quad\Longrightarrow\quad \varepsilon_p=\frac{p-Y}{3G}.$$

This grows as $p$ grows, which is what continued plastic loading requires. At the end it is 0.120%, compared with a misfit strain of 0.350%.

**Q.** Would a softer copper at least help? I could choose an anneal that lowers $Y$.

**A.** Deep in the silicon it does the opposite, once the via has yielded. This does not carry over to the free end of the via, where the copper can yield without building up axial tension. Equation (1) with $S=Y$ gives

$$p=\frac{3Ke-Y/3}{1+K/G}=\frac{1050-50}{3.1667}=315.8\ \text{MPa},$$

and lowering $Y$ raises the result. For an infinitely long or sealed via, the limit $Y\to0$ gives $1050/3.1667=331.6$ MPa. Creep that relaxes $S$ completely, at fixed misfit and with the bond intact, leads to the same value. The copper then behaves like a stretched liquid filling a closed hole: it supports no shear, but it still resists a change of volume.

A via with free ends never reaches this limit. Its axial tension enters through shear on the wall, which cannot exceed $Y/\sqrt3$. The balance $\pi a^2\sigma_z\le 2\pi aL\,Y/\sqrt3$ shows that the deep state needs a depth $L\ge\sqrt3\,a\,\sigma_z/(2Y)$. For a via of radius 2.5 µm this is 6.7 µm at $Y=150$ MPa, but it exceeds 25 µm, the half-length of a 50 µm via, when $Y$ falls below about 30 MPa. For weaker copper, or after long creep, the copper is drawn in from the ends and $p$ falls even at mid-depth. Soft copper also resists void growth less: Hill's estimate for the expansion of a spherical cavity, $\tfrac23Y\{1+\ln[E/(3(1-\nu)Y)]\}$, drops below the mean tension here when $Y$ is under roughly 70 MPa.

This comparison holds the stress-free temperature fixed. An anneal that also changes that temperature changes $e$, and its effect on $p$ must be calculated with the new $e$.

**Q.** Real copper hardens, and it is stronger when cold. Does either restore my plateau?

**A.** Take hardening first. Let $S=Y+H\varepsilon_p$, with constant $H$. For general moduli the strain difference obeys $p/(2G_m)=S/(2G_c)+\tfrac32\varepsilon_p$, so

$$dS=H\,d\varepsilon_p=\frac H3\left(\frac{dp}{G_m}-\frac{dS}{G_c}\right)
\quad\Longrightarrow\quad
dS=\frac{G_c}{G_m}\,\frac{H}{3G_c+H}\,dp.$$

For finite $H$ this is less than the elastic $dS=(G_c/G_m)\,dp$. By equation (1), $p$ still rises faster than before yield. With $H=5$ GPa in the example, the ratio is 1.101 and the final stress 315.2 MPa.

Now let $Y$ rise at a rate $\dot Y$ per kelvin of cooling, without hardening. Differentiating equation (1) for matched moduli gives

$$\frac{dp}{dt}=\frac{3K\Delta\alpha-\dot Y/3}{1+K/G}.$$

The gain disappears when $S$ grows as fast as it did elastically, which here means $\dot Y=1.20$ MPa/K. For an assumed 0.20 MPa/K, with the strength still 150 MPa at the onset of yield, the ratio is 1.088 and the final stress about 313 MPa. There is no plateau in either case.

**Q.** How far can I carry these numbers to an actual chip?

**A.** The dimensions I have in mind, a radius of 2.5 µm and a length of 50 µm, serve as an example, and the other parameters are round values rather than measurements on a particular via. The strength and stress-free temperature of plated copper depend on its processing. Among the variations of the long-via model calculated here, unequal elasticity moves the stress most. With rough separate values ($E=120$ GPa, $\nu=0.34$ for copper; 160 GPa, 0.22 for silicon), the final stress is about 434 MPa instead of 316 MPa, and the rate ratio is 1.078. Silicon is also direction-dependent: repeating the estimate with its two cubic shear moduli, roughly 51 and 80 GPa, gives about 366 and 493 MPa. The matched case shows the mechanism; it should not supply a design stress.

**Q.** What about the oxide liner and the neighbouring vias?

**A.** Changing one thing at a time from the matched example, a 0.2 µm oxide liner with rough properties lowers the final stress at the silicon wall to about 264 MPa. Most of this reduction is geometric: the silicon now begins at 2.7 µm from the axis, where the stress without a liner is already down to $315.8\,(2.5/2.7)^2\approx271$ MPa. The oxide's own stiffness and expansion account for the rest. The rate ratio becomes 1.109. An array with a 20 µm pitch, modelled as a via in a silicon cylinder of equal area per via with a free outer surface, gives about 300 MPa and leaves the ratio at 1.105. This drop comes from the free outer surface, which stands for an array filling the whole wafer. At the centre of a finite square array in much more silicon, the neighbours' fields cancel by symmetry and the stress stays near 316 MPa.

The expansion mismatch also drifts with temperature. If it falls by 4% during cooling, the plastic rate per kelvin at the end is $1.105\times0.96=1.06$ times the elastic rate at the start. The acceleration is modest, so a sufficiently strong drift could hide it in a plot against temperature. It would remain in a plot against misfit strain.

**Q.** I wanted the cap in order to decide how close a transistor may stand. Can I use the new $p$ for that?

**A.** Not directly. Deep in the silicon, the radius at which the radial stress falls to a chosen 50 MPa follows from $pa^2/r^2=50$ MPa:

$$r=2.5\sqrt{\frac{315.8}{50}}=6.28\ \text{µm},$$

whereas your cap would give 4.33 µm. But transistors sit near the top surface, where the via's end is free and our assumption of a deep section fails. An elastic estimate removes the 465.8 MPa axial traction from the end face. On the via axis, it changes the radial stress by about −27 MPa at a depth of one radius, and by about +0.9 MPa at mid-depth when both ends are counted. The first figure should not be used for yielded copper: near the free end the copper flows differently from copper deep down, and the actual change there can be much larger. Nor does the axis speak for the silicon: at the silicon surface the same elastic estimate has the opposite sign and adds $(1-2\nu)\,465.8\,a^2/(2r^2)\approx93\,a^2/r^2$ MPa to the radial stress. At mid-depth, with $Y=150$ MPa, the ends hardly matter, so the long-via result suits the middle of this via. A spacing rule for devices needs a calculation that includes the surface.

**Q.** Is there anything that does cap $p$?

**A.** At a given misfit, equation (1) with $S\ge0$ gives

$$p\le\frac{3K_ce}{1+K_c/G_m}.$$

This bound comes from elastic stiffness and grows with cooling. The condition $S\ge0$ holds while cooling continues. On reheating after yield, $S$ turns negative (above 425 K in the example) and $p$ then exceeds the bound at the current misfit. Beyond it stand failures that the model leaves out: the wall may debond, the copper may form voids under its tension in all directions, or the silicon may crack. Each would change the stress by breaking an assumption. Deep in an intact, bonded via, plastic flow does not provide the cap you were using.

At the free end face the situation is closer to the blanket film. There the axial and shear stresses vanish, and the von Mises condition becomes $\sigma_r^2-\sigma_r\sigma_\theta+\sigma_\theta^2\le Y^2$. It limits the radial stress in the copper to $2Y/\sqrt3$, about 173 MPa in the example. This bounds the copper at its face only. It does not extend to the deep section, and it does not cap the silicon surface beside the via, which is also loaded by the shear on the wall below and can carry more than 173 MPa.

**Q.** So I should replace "the copper has yielded, so the radial stress stops at $Y$" with "the copper has yielded, so $\sigma_z-\sigma_r$ stops at $Y$."

**A.** Yes, deep in the via, for constant $Y$ and continued cooling. Then use the volume condition to find the radial stress. The numerical output lists the values for the example and for each variation.

## Numbers as computed

```
Via radius, length: 2.5, 50 um
Start temperature, cooling: 550, 250 K
Matched E, K, G: 120.0, 100.0, 46.15 GPa
Poisson ratio: 0.30
Expansion mismatch: 14.0 1e-6/K
Final misfit strain: 0.350 %
Yield strength: 150.0 MPa
Cooling at yield: 125.0 K
Temperature at yield: 425.0 K
Radial rate before yield: 1.2000 MPa/K
Radial rate after yield: 1.3263 MPa/K
Rate ratio, formula: 1.1053
Rate ratio, finite elements: 1.1053
Axial rate before, after yield: 2.4000, 1.3263 MPa/K
Final radial stress, formula: 315.8 MPa
Final radial stress, finite elements: 315.8 MPa
Final radial stress if never yielding: 300.0 MPa
Final axial stress in copper: 465.8 MPa
Final equivalent plastic strain: 0.120 %
Rate without lateral plastic contraction: 0.9882 MPa/K
Threshold radial stress: 50 MPa
Threshold radius, true: 6.28 um
Threshold radius, supposed cap: 4.33 um
Neglected effects (rough inputs):
Copper E, nu: 120 GPa, 0.34
Silicon E, nu: 160 GPa, 0.22
Unequal moduli, final radial stress: 434.4 MPa
Unequal moduli, radial stress at yield: 219.7 MPa
Unequal moduli, rate ratio: 1.0783
Silicon cubic shear moduli: 51, 80 GPa
Final radial stress with these: 365.8, 492.7 MPa
Hardening modulus: 5.0 GPa
Hardening, final stress: 315.2 MPa
Hardening, rate ratio: 1.1012
Yield strength rise on cooling: 0.20 MPa/K
Rising yield, final stress: 313.1 MPa
Rising yield, rate ratio: 1.0877
Yield rise that removes the gain: 1.20 MPa/K
Creep limit (S = 0), final stress: 331.6 MPa
Fall of mismatch over cooling: 4 %
Rate ratio end/start with this fall: 1.0611
Oxide E, nu: 70 GPa, 0.17
Oxide minus silicon expansion: -2.0 1e-6/K
Oxide liner thickness: 0.2 um
Liner, final stress at silicon: 263.5 MPa
Liner, rate ratio: 1.1092
Array pitch: 20 um
Array, final stress: 299.5 MPa
Array, rate ratio: 1.1053
One end, axis stress change at depth 2.5 um: -26.8 MPa
Two ends, axis stress change at mid-depth: 0.89 MPa
```
